Thermal diffusivity from the rear-face half-rise time of a flashed slab

PART I. THE IDEAL SLAB AND ITS HALF-RISE CONSTANT

1. Two lumps of heat

Take a plate of thickness L and lump its heat capacity at the two faces. If c is the heat capacity per volume, each lump holds cL/2 per unit area. Heat passes between them through the thickness L of a material of conductivity k, so the heat flow per area is k/L times their temperature difference. Nothing escapes to the surroundings.

At time t = 0 the front lump receives heat Q per area. Let u₁ and u₂ be the temperature rises of the front and rear lumps. Then

(cL/2) du₁/dt = −(k/L)(u₁ − u₂)
(cL/2) du₂/dt = +(k/L)(u₁ − u₂)

Adding the equations shows that u₁ + u₂ is constant. Its initial value is 2Q/(cL), since all the heat is in the front lump. Subtracting them gives

d(u₁ − u₂)/dt = −(4k/(cL²)) (u₁ − u₂)

The difference also starts at 2Q/(cL), and it decays exponentially. With a = k/c,

u₂ = ½[(u₁ + u₂) − (u₁ − u₂)] = (Q/(cL)) [1 − exp(−4at/L²)]

The rear lump reaches half its final rise when exp(−4at/L²) = 1/2, that is, when

at/L² = (ln 2)/4 = 0.173

The amount of heat Q has dropped out, and so have k and c except through their ratio a, the thermal diffusivity. A measured half-rise time and a measured thickness therefore give a without any knowledge of how much light was absorbed. The continuous slab keeps this property. Its number is different, because its heat is stored throughout the thickness, and the task is to find that number.

2. The continuous problem

The slab occupies 0 ≤ x ≤ L. The following assumptions hold throughout Part I.

– The material is homogeneous, and k and c do not depend on temperature.
– Heat flow obeys Fourier's law and runs along x only.
– The heat Q per area is deposited at t = 0, uniformly over the face x = 0, in a layer of negligible depth.
– Both faces are insulated after the deposition.

Let u(x,t) be the temperature rise above the uniform initial temperature. The heat flux towards larger x is −k ∂u/∂x. A thin slice warms by the difference between the flux entering and the flux leaving, so c ∂u/∂t = ∂(k ∂u/∂x)/∂x. Since k is constant,

∂u/∂t = a ∂²u/∂x²,   a = k/c   (1)

Insulation means zero flux at the faces:

∂u/∂x = 0 at x = 0 and at x = L   (2)

Integrating (1) over the thickness and using (2) gives

d/dt ∫₀ᴸ c u dx = k [∂u/∂x]₀ᴸ = 0

The stored heat stays equal to Q. Once the temperature is uniform, the rise must therefore be Q/(cL).

3. Cosine modes

Look for solutions of the form X(x)F(t). Equation (1) becomes F′/(aF) = X″/X. The left side depends on t alone and the right side on x alone, so both equal a constant, written −μ. To find its sign, multiply X″ = −μX by X and integrate by parts. The boundary terms vanish by (2), leaving

∫₀ᴸ (X′)² dx = μ ∫₀ᴸ X² dx

Hence μ ≥ 0. The condition X′(0) = 0 selects X = cos(√μ x), and X′(L) = 0 requires √μ L = nπ with n = 0, 1, 2, … The time factor is then exp(−n²π²at/L²). The general solution is

u = A₀ + Σ Aₙ cos(nπx/L) exp(−n²π²at/L²),   n ≥ 1

The coefficients follow from the initial state. Put the heat first in a layer of small depth ε, where u = Q/(cε), with u = 0 elsewhere. The cosines are mutually orthogonal on the slab. The integral of cos²(nπx/L) is L/2 for n ≥ 1 and L for n = 0. Therefore

A₀ = (1/L) ∫₀^ε Q/(cε) dx = Q/(cL)

Aₙ = (2/L) ∫₀^ε (Q/(cε)) cos(nπx/L) dx = (2Q/(cL)) · sin(z)/z,   z = nπε/L

As ε → 0, sin(z)/z → 1. The limit may be taken term by term for t > 0, because |sin(z)/z| ≤ 1 and the exponentials make the sum converge whatever ε is. The result is

u = (Q/(cL)) [1 + 2 Σ cos(nπx/L) exp(−n²π²at/L²)]   (3)

Define the dimensionless time s and the normalised rear rise V by

s = at/L²,   V = u(L,t) cL/Q

At the rear face cos(nπ) = (−1)ⁿ, so

V(s) = 1 + 2 Σ (−1)ⁿ exp(−n²π²s),   n ≥ 1   (4)

As s → ∞ every exponential vanishes and V → 1, which confirms the final rise Q/(cL). The rear curve depends on the material and the thickness through s alone. If V = 1/2 at s = C, and this happens at the time t_h, then

a = C L²/t_h   (5)

It remains to show that there is one such C and to compute it.

4. The same curve from image sources

At early times many terms of (4) nearly cancel. A second form of the solution is better there. On an infinite line, unit heat released at y = 0 spreads as

G(y,t) = (4πat)^(−1/2) exp(−y²/(4at))

Direct differentiation gives

∂G/∂t = G [−1/(2t) + y²/(4at²)]
∂²G/∂y² = G [−1/(2at) + y²/(4a²t²)]

so G obeys (1). Its integral over the line is 1.

Now place sources of strength 2Q/c at x = 0, ±2L, ±4L, and so on. This arrangement is symmetric about x = 0 and about x = L, so the slope of the total temperature vanishes at both planes, as (2) requires. The factor 2 is needed because the source at x = 0 sends half its heat to each side, and the slab must receive Q.

The image sum agrees with (3), as its cosine coefficients show. For n ≥ 1 the coefficient is 2/L times an integral over the slab. By symmetry this is 1/L times the integral from −L to L. Adding the contributions of all the shifted sources over this interval is the same as integrating one source over the whole line, since the cosine has period 2L for n = 1 and repeats after 2L for every n. The coefficient is thus (2Q/(cL)) I(t), with

I(t) = ∫ G(y,t) cos(nπy/L) dy over the whole line

Using ∂G/∂t = a ∂²G/∂y² and integrating by parts twice gives dI/dt = −(n²π²a/L²) I. Since I → 1 as t → 0, I = exp(−n²π²at/L²). This reproduces the coefficients of (3). For n = 0 the mean value is (1/(2L))(2Q/c) = Q/(cL), again as in (3).

Seen from x = L, the sources lie at distances L, 3L, 5L, …, and each distance occurs twice, once on either side. Hence

V = (cL/Q)(2Q/c)(4πat)^(−1/2) · 2 Σ exp[−(2m+1)²L²/(4at)]

V(s) = (2/√(πs)) Σ exp[−(2m+1)²/(4s)],   m = 0, 1, 2, …   (6)

The first term describes heat that has crossed the slab once. The term with distance 3L represents heat that has returned to the front and crossed again. Equation (6) also shows that V → 0 as s → 0.

5. One half-rise time, and no more

The formula (5) is useful if V passes through 1/2 once. It does, because V increases at all times. The proof uses each series where it is convenient.

For the term of (6) with N = 2m + 1,

d/ds ln[s^(−1/2) exp(−N²/(4s))] = −1/(2s) + N²/(4s²) = (N² − 2s)/(4s²)

This is positive when s < N²/2. The strictest case is N = 1, so all terms increase when s < 1/2.

For later times differentiate (4):

dV/ds = 2π² Σ (−1)ⁿ⁺¹ n² exp(−n²π²s)

The terms alternate in sign, beginning with a positive one. The size of term n + 1 divided by that of term n is

((n+1)/n)² exp[−(2n+1)π²s] ≤ 4 exp(−3π²s)

because both factors are largest at n = 1. The sizes decrease steadily if 4 exp(−3π²s) < 1, that is, if s > (ln 4)/(3π²) = 0.047. An alternating sum of decreasing terms has the sign of its first term, so dV/ds > 0.

The ranges s < 1/2 and s > 0.047 overlap and cover all s > 0. Thus V rises steadily from 0 to 1 and equals 1/2 at one value C.

6. The number

Write q = exp(−π²C). Setting V = 1/2 in (4) gives

1 − 2q + 2q⁴ − 2q⁹ + … = 1/2

Moving q to one side and dividing by 2,

q = 1/4 + q⁴ − q⁹ + …   (7)

The next term, q¹⁶, is about 3×10⁻¹⁰ and can be dropped. Start with q = 0.25 on the right. Successive substitutions give 0.25390, 0.25415, 0.25417, and the sequence settles at q = 0.254169. It settles quickly because an error in q is multiplied at each step by about 4q³ = 0.066. Finally,

C = −(ln q)/π² = 1.369756/π² = 0.138785

To four digits, then,

a = 0.1388 L²/t_h   (8)

The two-lump value 0.173 is about 25 per cent higher.

Two short approximations show what sets this number. If one decaying mode is kept, q = 1/4 and C = (ln 4)/π² = 0.140461, which is 1.21 per cent too high. The first omitted contribution to V, +2q⁴, is positive, so the true curve reaches one half earlier.

If instead one image is kept, the condition is

(2/√(πs)) exp(−1/(4s)) = 1/2

Square both sides and put y = 1/(2s), so that 1/s = 2y:

(4/(πs)) exp(−1/(2s)) = 1/4
(8y/π) exp(−y) = 1/4
(−y) exp(−y) = −π/32

The Lambert function W is defined by W exp(W) = its argument, so −y = W(−π/32). There are two real solutions, because the single image rises until s = 1/2 and then falls. The wanted one has s < 1/2, hence y > 1, which is the lower branch W₋₁:

C ≈ −1/[2W₋₁(−π/32)] = 0.1387854

The relative error is 4.2×10⁻⁷. At half rise the second image is smaller than the first by the factor exp(−2/C), about 5.5×10⁻⁷. The heat that has returned to the front and crossed again therefore contributes next to nothing at this instant.

7. A test that does not use the series

The slab was also divided into 400 cells, with heat balances written for the nodes between them and for half-cells at the faces. The resulting matrix was diagonalised, and the half-rise time was read from its rear-node curve. This gave C = 0.1387859, against 0.1387853 from the cosine series. The relative difference is about 4×10⁻⁶. The lowest decay rate on such a grid is too small by the fraction π²/(12·400²) = 5×10⁻⁶, so a discrepancy of this size and sign is expected.

The same calculation tested the series at s = 0.05, 0.1, 0.2 and 0.5, both at the rear face and at x = 0.3L. All differences were below 10⁻⁴ of the final rise.


PART II. MEASUREMENT, PULSE LENGTH AND A SILICON WAFER

8. Symbols and results carried over

A slab of thickness L, conductivity k, heat capacity per volume c and diffusivity a = k/c receives heat Q per area at its front face. With insulated faces, its rear rise divided by the final rise Q/(cL) is a function V of s = at/L². It equals 1/2 at s = C = 0.1388, which occurs at the time t_h, so a = CL²/t_h. Near this time the first image term is sufficient:

V ≈ (2/√(πs)) exp(−1/(4s))   (9)

The full curve has a fixed shape when time is measured in units of t_h. At 0.5, 1, 2 and 4 half-times, V is 0.117, 0.500, 0.871 and 0.992. A measured curve that departs from these values by more than the measuring error signals that some assumption has failed, even when a is unknown. A close match is weaker evidence: the coats of Section 12 lengthen the half-time by about 4 per cent but change these values by less than 0.01.

9. How reading errors enter

Take the logarithm of (9) and differentiate with respect to ln s. At fixed a and L this is the same as differentiating with respect to ln t:

d ln V/d ln t = 1/(4s) − 1/2

Call the value at half rise g. With C = 0.13879,

g = 1/(4C) − 1/2 = 1.801 − 0.500 = 1.301

dV/d ln t = Vg = g/2 = 0.651

Suppose the time is read where V is really 0.51 instead of 0.50. It is then too long by the fraction 0.01/0.651 = 1.54 per cent, and since a varies as 1/t_h, the inferred diffusivity is too low by about the same fraction. If the final rise itself is overestimated by 1 per cent, the half level moves by 0.005, and the error is half as large.

Thickness enters squared. For small errors, δa/a = 2δL/L.

10. A pulse of finite length

Let the heat arrive at a constant rate from t = 0 to t = p. The heat equation is linear, so for t > p the rear rise is the average of the responses to all the instants of heating:

V_p(t) = (1/p) ∫₀ᵖ V(t − t′) dt′

In this section V is regarded as a function of t, and primes on V denote time derivatives. Put t′ = p/2 + z and τ = t − p/2. Then z runs from −p/2 to p/2. Expanding in z,

V(τ − z) = V(τ) − zV′(τ) + ½z²V″(τ) − …

The term linear in z averages to zero. The average of z² is p²/12. Therefore

V_p = V(τ) + (p²/24) V″(τ) + terms of order p⁴

To leading order the pulse acts as if all its heat had arrived at its midpoint. To find the next correction, set V_p = 1/2 and τ = t_h + δ. Since V(t_h) = 1/2, the small quantity δ obeys V′δ + (p²/24)V″ = 0, and the observed half-time is

t_obs = t_h + p/2 − (p²/24) V″/V′   (10)

The derivatives are evaluated at t_h. To obtain their ratio, write V′ = VB/t with B = 1/(4s) − 1/2. Then ln V′ = ln V + ln B − ln t. Applying t d/dt, and using t dB/dt = −1/(4s), gives

t_h V″/V′ = g − 1/(4Cg) − 1 = 1.301 − 1.384 − 1 = −1.083

The curve is bending downwards at half rise. Averaging over the pulse therefore lowers it slightly, and the half level is reached a little later than the midpoint rule predicts.

For another pulse shape the same expansion applies about the mean arrival time of the heat, with the variance of the arrival time in place of p²/12. The pulse must have ended before the half-rise is read, and the neglected terms shrink rapidly as the pulse becomes shorter compared with t_h.

11. A silicon wafer

Consider a piece of silicon wafer with L = 725 µm near 300 K. Rough typical properties are k = 148 W/(m K) and c = 1.66 J/(cm³ K), which is 1.66×10⁶ J/(m³ K). Thus

a = 148/(1.66×10⁶) m²/s = 89.16 mm²/s = 0.8916 cm²/s

With L = 0.725 mm, the ideal half-time is

t_h = CL²/a = 0.13879 × 0.525625/89.16 s = 818.2 µs

Let the absorbed heat be 0.1 J/cm², or 1000 J/m². The final temperature rise is

Q/(cL) = 1000/(1.66×10⁶ × 725×10⁻⁶) = 0.831 K

The flash lasts 50 µs at constant power. According to (10), the half-time is delayed by 25 µs plus

50² × 1.083/(24 × 818.2) = 0.138 µs

The cell calculation with the finite pulse gave a total shift of 25.14 µs, which leaves the same 0.138 µs after the midpoint rule.

12. Why a coat is needed, and what it costs

The ideal problem puts all the heat at the front face. Bare silicon does not do this for near-infrared light of about 1.06 µm wavelength, whose absorption depth D is roughly 1 mm at room temperature. Neglect reflection at the rear, which would only raise the share deposited there, and suppose that the light turns into heat at the place where it is absorbed. The second step is an idealisation: the photon energy, 1.17 eV, barely exceeds the band gap, so nearly all the energy first goes into electron–hole pairs, which diffuse some distance before they recombine and release it as heat. The initial temperature is then proportional to exp(−x/D), and its mean over the slab is (D/L)[1 − exp(−L/D)]. The rear therefore starts at the fraction

exp(−L/D)/{(D/L)[1 − exp(−L/D)]} = (L/D)/[exp(L/D) − 1]

of the final rise. For L/D = 0.725 this is 0.681. The rear begins above half its final rise, and no half-rise time exists. The fraction falls below one half when L exceeds about 1.26 D, but the heating is still spread through the volume and the constant 0.1388 does not apply until D, and the distance the carriers diffuse before recombining, are small compared with L.

An opaque graphite coat confines the absorption. Here each face carries 5 µm of graphite with rough values of 2 W/(m K) and 1.3 J/(cm³ K). The front coat absorbs the flash, and the rear coat gives the detector a well-defined emitting surface. For instantaneous heating at the outer front surface, the layered cell calculation gives a half-time 4.14 per cent longer than for the bare slab. This is a delay of 34 µs.

The cause can be seen from the mean delay M, the area between the normalised rear curve and its final value 1. Let u_f be the final rise and define

w(x) = ∫₀^∞ (u_f − u) dt

Integrate the heat equation over all time, and then over x from the heated surface. If A is the heat capacity per area in front of x, and S that of the whole stack, the result is

k dw/dx = Q(1 − A/S)

Conservation of heat requires ∫ c w dx = 0. Since c dx = dA, integrating by parts gives S w(rear) = ∫ A (dw/dx) dx. Divide by S u_f = Q, and let B_r = S − A be the capacity behind x:

M = w(rear)/u_f = (1/S) ∫ A B_r dR,   dR = dx/k   (11)

For a bare slab this integral is L²/(6a) = 983 µs. Now add two equal thin coats, each with capacity C_c and resistance R_c, to a slab with capacity C_s and resistance R_s. Let ξ be the fractional depth in the slab. There

A B_r = (C_c + C_sξ)(C_c + C_s(1 − ξ)) = C_s²ξ(1 − ξ) + C_cC_s + C_c²

Its average is C_s²/6 + C_cC_s + C_c². Dividing by S = C_s + 2C_c and keeping first order in C_c gives C_s/6 + (2/3)C_c. Inside each coat, one of A and B_r averages C_c/2 and the other is nearly S, so each coat contributes C_cR_c/2. The added mean delay is therefore

ΔM ≈ (2/3)C_cR_s + C_cR_c   (12)

The values are C_c = 6.5 J/(m² K), R_s = 4.90×10⁻⁶ m² K/W and R_c = 2.5×10⁻⁶ m² K/W. The two parts of (12) are 21 µs and 16 µs, together about 37 µs. The mean delay and the half-time are different measures, but both shift by a similar amount. A coat has half the resistance of the entire wafer. Its effect remains moderate because little heat has to be stored in it.

13. A simulated measurement

Now include the 50 µs pulse, both coats and the heat losses from the faces (given in Section 14) together. The layered calculation gives an observed half-time of 877.1 µs, counted from the start of the pulse. Inserted in the ideal formula, this yields

0.13879 × 0.525625/(877.1×10⁻⁶) = 83.17 mm²/s

which is 6.72 per cent below the input value for silicon. Counting from the midpoint of the pulse reduces the time to 852.1 µs and gives 85.61 mm²/s. The remaining error is −3.98 per cent, nearly all of it due to the coats. Analysing the curve with a layered model can remove it if the thickness and thermal properties of the coats are known and if, as assumed here, the thermal resistance between coat and wafer is negligible. Thinner coats reduce the error, provided they remain opaque.

14. Other neglected effects

Heat loss. Black-body radiation near 300 K has the coefficient 4σT³ = 6.12 W/(m² K), where σ is the Stefan–Boltzmann constant. Still air adds roughly 5 W/(m² K). Let h be their sum. The Biot number Bi = hL/k, the ratio of internal to surface resistance, is 5.45×10⁻⁵. The cell calculation gives a half-time shorter by 0.011 per cent, where half now means half of the observed maximum.

The sign and size follow from a simple estimate. With both faces losing heat, the slab as a whole cools by the factor exp(−2Bi s), so at late times V is roughly 1 − 2exp(−π²s) − 2Bi s. This treats the slab as uniform when reckoning the loss, and it leaves out a constant of order Bi. The maximum of this expression lies at s_m = ln(π²/Bi)/π² and is lower than 1 by 2Bi(s_m + 1/π²). The half level falls by half of this. Applying the same cooling factor at half rise, where V = 1/2, lowers the curve there by Bi C. The actual lowering is nearer 0.23 Bi, because the slab has not been uniform up to then. Losses from the two faces contribute equally to it: the front loses more heat, but heat lost at the rear lowers the rear temperature more directly. The two omissions shift the half-time in opposite directions, so the estimate keeps the right sign and rough size. Dividing the difference by the slope,

δt_h/t_h ≈ −Bi (s_m + 1/π² − C)/0.651

Here s_m = 1.23, and the estimate is −0.010 per cent. For a moulding material with k near 1 W/(m K), at the same thickness and surface coefficients, Bi is 0.008 and the estimate is −0.85 per cent; the full solution with losses gives about −0.9 per cent. Loss then has to be considered.

Temperature-dependent properties. Near room temperature, take k to vary roughly as T^(−1.3) and c as T^(0.35). A nonlinear calculation for the bare wafer with the 50 µs pulse gives a half-time 0.47 per cent longer than with constant properties. The front face of this wafer briefly rises by 10.3 K, although the final rise is below 1 K. In the coated linear model the outer front surface rises by 57.7 K. A small final rise at the rear is therefore no proof that the front stayed near its starting temperature.

Thickness. A thickness overestimated by 5 µm raises the inferred diffusivity by (730/725)² − 1 = 1.38 per cent. This is larger than the effects of loss and of changing properties in this example.

Fourier's law. Kinetic theory with a single carrier speed v and mean free path ℓ gives a = vℓ/3. For a rough sound speed of 6000 m/s, ℓ = 3a/v is about 45 nm. This average understates the reach of the important phonons in silicon, some of which travel micrometres. Even these distances are small compared with 725 µm. For a film a few micrometres thick they are not, and the diffusion equation can no longer be taken for granted.

15. The example beside real practice

The wafer thickness and the silicon properties are in the usual range for a lightly doped wafer at room temperature. The pulse is assumed to be short. The light of a flash lamp can last several hundred microseconds. Such a flash would overlap the rise of this thin, highly conducting sample. For a constant pulse of 500 µs, equation (10) gives a delay of 250 µs plus 14 µs, about a quarter of the observed half-time. The inferred diffusivity then depends strongly on how well the timing and shape of the flash are known. If the flash outlasts the half-rise, (10) does not apply. A thicker sample helps, since t_h grows as L².

The thickness and properties of the coat are only rough values here. Doubling its thickness doubles both C_c and R_c. Equation (12) then gives an added mean delay of about 107 µs, or 11 per cent of the bare-wafer value. Uneven illumination and slow detection were not included in the simulation. Uneven illumination drives heat sideways and breaks the one-dimensional model. A detector that responds with a short time constant shifts the half-time by about that constant, by the same averaging argument as for the pulse.

The result also belongs to the temperature of the measurement. Extending the rough power laws above to a chip at 400 K lowers the diffusivity from 89 to about 55 mm²/s. A room-temperature value should not be used for a hot chip without this correction. The computed values for this example are collected in the numerical output below.

Computed results

```
Half-rise constant C, series: 0.1387853
Half-rise constant C, finite volume: 0.1387859
pi^2 C: 1.36976
q = exp(-pi^2 C): 0.254169
C from one mode: 0.140461
One-mode error: 1.21 %
C from first image: 0.1387854
First-image relative error: 4.2e-07
Slope dV/dln t at half rise: 0.6507
Diffusivity error per 1 % level error: 1.54 %
V at t/t_half = 0.5: 0.1167
V at t/t_half = 1.0: 0.5
V at t/t_half = 2.0: 0.8708
V at t/t_half = 4.0: 0.9917
Wafer thickness: 725 um
Silicon conductivity (rough): 148 W/(m K)
Silicon heat capacity (rough): 1.66 J/(cm3 K)
Input diffusivity: 89.16 mm2/s
Input diffusivity, converted: 0.8916 cm2/s
Absorbed heat: 0.1 J/cm2
Final temperature rise: 0.831 K
Ideal half-time: 818.2 us
Pulse length: 50 us
Half-time shift from pulse: 25.14 us
Shift left after midpoint rule: 0.138 us
Same, from curvature formula: 0.138 us
Graphite coat thickness, each face: 5 um
Coat conductivity (rough): 2 W/(m K)
Coat heat capacity (rough): 1.3 J/(cm3 K)
Half-time change from coats: 4.14 %
Radiation coefficient: 6.12 W/(m2 K)
Air coefficient (rough): 5 W/(m2 K)
Biot number (loss*L/k): 5.45e-05
Half-time change from losses: -0.011 %
Simulated half-time, all three effects: 877.1 us
Apparent diffusivity, raw: 83.17 mm2/s
Raw error: -6.72 %
Apparent diffusivity, midpoint time: 85.61 mm2/s
Error after midpoint rule: -3.98 %
Peak rise of front coat: 57.7 K
Peak rise of bare front face: 10.3 K
Conductivity falls as T to the power (rough): -1.3
Heat capacity grows as T to the power (rough): 0.35
Half-time change from k(T), c(T): 0.47 %
Thickness error assumed: 5 um
Diffusivity error from thickness: 1.38 %
Sound speed (rough): 6000 m/s
Kinetic mean free path: 45 nm
Diffusivity at 400 K (rough): 55 mm2/s
Infrared absorption depth (rough): 1 mm
Uncoated rear: initial/final rise: 0.681
```
